# Why Car-Parrinello Dynamics Fails for Metals: A Two-Level Model: a program that tests the result

```python
# Result under test: in Car-Parrinello dynamics an occupied-empty pair with gap D
# oscillates at w_e = sqrt(2 D / mu). The ion (frequency w_I) loses its energy to the
# orbitals when some w_e coincides with w_I. One pair gives the energy back; a
# gapless quasi-continuum of pairs drains the ion at the rate
#     gamma = pi mu^2 A^2 w_I^3 / (M B)      (weak coupling).
# Symbols, Hartree atomic units: M ion mass, mu fictitious mass, R ion coordinate,
# a = turn of the ground-state orbital per bohr, alpha = 2 mu a^2 / M,
# A^2 = sum of a_j^2 over pairs, B = width of the flat distribution of gaps.
# Orbital energy = fictitious kinetic energy + height above the ground-state energy.
import os
for name in ('OPENBLAS_NUM_THREADS', 'MKL_NUM_THREADS', 'OMP_NUM_THREADS'):
    os.environ[name] = '1'
from math import cos, sin
import numpy as np
from scipy.integrate import solve_ivp, simpson, cumulative_trapezoid
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants

M, W_ION, MU, SLOPE, R0 = 50000.0, 0.001, 400.0, 1.0, 0.02
K = M * W_ION**2
ALPHA = 2 * MU * SLOPE**2 / M
PERIOD = 2 * np.pi / W_ION
GAP_RES = MU * W_ION**2 / 2
HARTREE_EV = physical_constants['Hartree energy in eV'][0]
AU_PS = physical_constants['atomic unit of time'][0] * 1e12


def hamiltonian(R, gap):
    """2x2 electronic matrices for an array of R; twice the lower level is K R^2/2."""
    R = np.atleast_1d(R)
    mean = (0.5 * K * R**2 + gap) / 2
    cz = -gap / 2 * np.cos(2 * SLOPE * R)
    cx = -gap / 2 * np.sin(2 * SLOPE * R)
    return np.array([[mean + cz, cx], [cx, mean - cz]]).transpose(2, 0, 1)


def run_cp(gap, r_start, periods=20, samples=24):
    """Full nonlinear Car-Parrinello run of the normalized orbital vector and the ion."""
    calls = [0]
    damp = 2 * W_ION      # relaxes numerical norm errors; no effect at norm 1

    def rhs(t, y):
        calls[0] += 1
        if calls[0] > 300000:
            raise RuntimeError(f"too many force evaluations, gap {gap}, time {t}")
        c0, c1, R, v0, v1, V = y.tolist()
        co, si = cos(2 * SLOPE * R), sin(2 * SLOPE * R)
        mean = (0.5 * K * R * R + gap) / 2
        h0 = (mean - gap / 2 * co) * c0 - gap / 2 * si * c1
        h1 = -gap / 2 * si * c0 + (mean + gap / 2 * co) * c1
        norm = c0 * c0 + c1 * c1
        lam = (2 / MU * (c0 * h0 + c1 * h1) - v0 * v0 - v1 * v1
               - 2 * damp * (c0 * v0 + c1 * v1) - damp**2 * (norm - 1) / 2) / norm
        force = -K * R + 2 * gap * SLOPE * (2 * c0 * c1 * co - (c0 * c0 - c1 * c1) * si)
        return [v0, v1, V, -2 / MU * h0 + lam * c0, -2 / MU * h1 + lam * c1, force / M]
    ratio = max(1.0, np.sqrt(2 * gap / MU) / W_ION)
    t = np.linspace(0, periods * PERIOD, int(periods * samples * ratio) + 1)
    start = [np.cos(SLOPE * r_start), np.sin(SLOPE * r_start), r_start, 0, 0, 0]
    sol = solve_ivp(rhs, (0, t[-1]), start, method='DOP853', t_eval=t,
                    rtol=1e-10, atol=1e-14)
    assert sol.success
    c, R, v, V = sol.y[:2], sol.y[2], sol.y[3:5], sol.y[5]
    assert np.max(np.abs((c**2).sum(0) - 1)) < 1e-6
    H = hamiltonian(R, gap)
    electronic = 2 * np.einsum('it,tij,jt->t', c, H, c)
    ground = 2 * np.linalg.eigvalsh(H)[:, 0]
    orbital = MU * (v**2).sum(0) + electronic - ground
    e_start = 0.5 * K * r_start**2
    total = orbital + ground + 0.5 * M * V**2
    sin2d = (2 * c[0] * c[1] * np.cos(2 * SLOPE * R)
             - (c[0]**2 - c[1]**2) * np.sin(2 * SLOPE * R))
    cos2d = ((c[0]**2 - c[1]**2) * np.cos(2 * SLOPE * R)
             + 2 * c[0] * c[1] * np.sin(2 * SLOPE * R))
    return dict(t=t, share=orbital / e_start, V=V, sin2d=sin2d,
                delta=0.5 * np.arctan2(sin2d, cos2d),
                drift=np.max(np.abs(total - e_start)) / e_start)


def linear_modes(gaps, slopes, mu):
    """Mode frequencies and weights: R(t)/R0 = sum weight*cos(freq*t)."""
    gaps, slopes = np.atleast_1d(gaps), np.atleast_1d(slopes)
    D = np.diag(np.concatenate([[(K + np.sum(4 * gaps * slopes**2)) / M], 2 * gaps / mu]))
    D[0, 1:] = D[1:, 0] = -4 * gaps * slopes / np.sqrt(2 * mu * M)
    x, U = eigh(D)
    y0 = np.concatenate([[np.sqrt(M)], np.sqrt(2 * mu) * slopes])
    return np.sqrt(x), U[0] * (U.T @ y0) / np.sqrt(M)


def ion_share(t, freq, weight):
    """Ionic energy divided by its starting value in the linear model."""
    phase = np.outer(t, freq)
    return (np.cos(phase) @ weight)**2 + (np.sin(phase) @ (weight * freq) / W_ION)**2


# --- pair frequencies for several orbitals, from the constrained energy itself
rng = np.random.default_rng(3)
Hm = rng.normal(size=(5, 5))
Hm = (Hm + Hm.T) / 2
levels, vecs = np.linalg.eigh(Hm)
pairs = [(u, o) for o in range(2) for u in range(2, 5)]


def orbitals(kappa):
    X = np.zeros((5, 5))
    for k, (u, o) in zip(kappa, pairs):
        X[u, o], X[o, u] = k, -k
    return (vecs @ expm(X))[:, :2]


def many_energy(kappa):
    C = orbitals(kappa)
    return 2 * np.trace(C.T @ Hm @ C)


def hessian(f, n, h=1e-3):
    e = np.eye(n) * h
    return np.array([[(f(e[i] + e[j]) - f(e[i] - e[j]) - f(e[j] - e[i]) + f(-e[i] - e[j]))
                      / (4 * h * h) for j in range(n)] for i in range(n)])


steps = np.eye(6) * 1e-4
J = np.array([(orbitals(s) - orbitals(-s)).ravel() / 2e-4 for s in steps])
found = eigh(hessian(many_energy, 6), 2 * MU * J @ J.T, eigvals_only=True)
expected = np.sort([2 * (levels[u] - levels[o]) / MU for u, o in pairs])
assert np.allclose(found, expected, rtol=1e-4)

# --- normal modes from the Hessian of the true two-level energy
gaps = [0.1, 0.01, 0.002, 0.001, GAP_RES, 0.00002]
mode_low = {}
for gap in gaps:
    def energy(q):
        c = np.array([np.cos(q[0]), np.sin(q[0])])
        return 2 * c @ hamiltonian(q[1], gap)[0] @ c
    om = np.sqrt(eigh(hessian(energy, 2), np.diag([2 * MU, M]), eigvals_only=True))
    we = np.sqrt(2 * gap / MU)
    assert np.isclose(om[0] * om[1], we * W_ION, rtol=1e-4)
    assert np.isclose(om[1] - om[0], np.sqrt((we - W_ION)**2 + ALPHA * we**2), rtol=1e-4)
    assert np.allclose(om, linear_modes(gap, SLOPE, MU)[0], rtol=1e-4)
    mode_low[gap] = om[0]
    if gap == GAP_RES:
        splitting = om[1] - om[0]
assert np.isclose(mode_low[0.1], W_ION / np.sqrt(1 + ALPHA), rtol=2e-4)


def largest_share(gap, alpha):
    r = np.sqrt(2 * gap / MU) / W_ION
    return alpha / (1 - 1 / r)**2 if r > 1 else 4 * alpha * r**2 / (1 - r**2)**2


# --- leading-order formulas, tested where alpha is small (weakly turning orbital)
weak_slope = 0.1
weak_alpha = 2 * MU * weak_slope**2 / M
for gap in gaps:
    r = np.sqrt(2 * gap / MU) / W_ION
    modes = linear_modes(gap, weak_slope, MU)
    if gap == GAP_RES:
        t = np.linspace(0, 2 * np.pi / (np.sqrt(weak_alpha) * W_ION), 20001)
        law = np.sin(np.sqrt(weak_alpha) * W_ION * t / 2)**2
        assert np.max(np.abs(1 - ion_share(t, *modes) - law)) < 2 * np.sqrt(weak_alpha)
    else:
        t = np.linspace(0, 400 * PERIOD, int(400 * 24 * max(r, 1)))
        top = np.max(1 - ion_share(t, *modes))
        assert np.isclose(top, largest_share(gap, weak_alpha), rtol=0.02), (gap, top)

# --- full nonlinear runs
t_beat = np.pi / (np.sqrt(ALPHA) * W_ION)
rows = []
for gap in gaps:
    resonant = gap == GAP_RES
    run = run_cp(gap, R0, samples=200 if resonant else 24)
    assert run['drift'] < 1e-4, (gap, run['drift'])
    top = run['share'].max()
    lin = np.max(1 - ion_share(run['t'], *linear_modes(gap, SLOPE, MU)))
    assert np.isclose(top, lin, rtol=0.02), (gap, top, lin)
    r = np.sqrt(2 * gap / MU) / W_ION
    lag = np.max(np.abs(run['delta'])) / (SLOPE * R0)
    if resonant:
        power = -2 * gap * SLOPE * run['V'] * run['sin2d'] / (0.5 * K * R0**2)
        work = cumulative_trapezoid(power, run['t'], initial=0)
        assert np.max(np.abs(work - run['share'])) < 2e-3
        share_beat = np.interp(t_beat, run['t'], run['share'])
        share_back = np.interp(2 * t_beat, run['t'], run['share'])
        assert share_beat > 0.97 and share_back < 0.1, (share_beat, share_back)
    else:
        assert np.isclose(lag, 2 / abs(r**2 - 1), rtol=0.05), (gap, lag)
    rows.append((gap, r, top, None if resonant else largest_share(gap, ALPHA), lag))
big = run_cp(GAP_RES, 10 * R0, samples=100)
assert big['drift'] < 1e-4, big['drift']

# --- many pairs: gapless band against the same band lifted by a gap
N, BAND, LIFT, A2 = 1000, 0.002, 0.002, 1.0
band = (np.arange(N) + 0.5) * BAND / N
slopes = np.full(N, np.sqrt(A2 / N))
t_long = np.linspace(0, 4e5, 4001)
rate, rate_law, metal = {}, {}, {}
for mu in (400.0, 200.0):
    metal[mu] = linear_modes(band, slopes, mu)
    s = ion_share(t_long, *metal[mu])
    late = t_long > 2e4
    rate[mu] = -np.polyfit(t_long[late], np.log(s[late]), 1)[0]
    rate_law[mu] = np.pi * mu**2 * A2 * W_ION**3 / (M * BAND)
    # the law is the leading order in 2 mu A2 / M; corrections are a few times that
    assert np.isclose(rate[mu], rate_law[mu], rtol=0.08), (mu, rate[mu], rate_law[mu])
    if mu == MU:
        metal_left = s[-1]
assert np.isclose(rate[400.0] / rate[200.0], 4, rtol=0.06)
gapped_loss = np.max(1 - ion_share(t_long, *linear_modes(band + LIFT, slopes, MU)))
assert gapped_loss < 0.04 and metal_left < 0.2, (gapped_loss, metal_left)

# --- memory-friction equation checked on the mode solution
freq, weight = metal[MU]
w_pair = np.sqrt(2 * band / MU)
for t_end in (1.1e4, 2.0e4, 3.0e4):
    s = np.linspace(0, t_end, 3001)
    velocity = -np.sin(np.outer(s, freq)) @ (weight * freq)
    kernel = np.cos(np.outer(t_end - s, w_pair)) @ (2 * MU * slopes**2 * w_pair**2)
    R_end = np.cos(freq * t_end) @ weight
    acc = -np.cos(freq * t_end) @ (weight * freq**2)
    assert abs(M * acc + K * R_end + simpson(kernel * velocity, x=s)) < 1e-6 * K

print(f"ion mass M = {M:.0f} m_e; fictitious mass mu = {MU:.0f} m_e bohr^2")
print(f"ion frequency w_I = {W_ION:.4f} a.u.; period = {PERIOD:.0f} a.u. of time")
print(f"force constant K = {K:.3f} hartree/bohr^2; orbital turn a = {SLOPE:.1f} rad/bohr")
print(f"start R0 = {R0:.2f} bohr; start energy E0 = {0.5*K*R0**2:.2e} hartree")
print(f"alpha = 2 mu a^2/M = {ALPHA:.4f}; sqrt(alpha) = {np.sqrt(ALPHA):.4f}")
print(f"resonant gap mu w_I^2/2 = {GAP_RES:.6f} hartree = {GAP_RES*HARTREE_EV*1e3:.2f} meV")
print(f"lower mode / w_I at gap 0.1 hartree = {mode_low[0.1]/W_ION:.5f}")
print(f"mode splitting at resonance = {splitting:.4e} a.u. of frequency")
print("full runs over 20 ion periods; lag = largest |theta - aR| / (a R0)")
for gap, r, top, law, lag in rows:
    text = "resonance" if law is None else f"{law:.4f}"
    print(f"gap {gap:.5f} hartree: w_e/w_I {r:.3f}, max W/E0 {top:.4f}, "
          f"formula {text}, lag {lag:.4f}")
print(f"transfer time pi/(sqrt(alpha) w_I) = {t_beat:.0f} a.u. = {t_beat*AU_PS:.3f} ps")
print(f"W/E0 at the transfer time = {share_beat:.4f}; at twice that time = {share_back:.4f}")
print(f"resonant gap, R0 = {10*R0:.1f} bohr: max W/E0 = {big['share'].max():.4f}")
print(f"many pairs: N = {N}, band width B = {BAND:.3f} hartree, A^2 = {A2:.1f} rad^2/bohr^2")
for mu in (400.0, 200.0):
    print(f"metal, mu = {mu:.0f}: decay rate measured {rate[mu]:.3e}, "
          f"formula {rate_law[mu]:.3e} per a.u. of time")
print(f"metal, ratio of measured rates mu 400 / mu 200 = {rate[400.0]/rate[200.0]:.3f}")
print(f"metal, mu = 400: energy lifetime (measured) = {AU_PS/rate[MU]:.2f} ps")
print(f"run length = {t_long[-1]:.0f} a.u. of time = {t_long[-1]*AU_PS:.2f} ps")
print(f"metal, mu = 400: ionic energy left at the end / E0 = {metal_left:.4f}")
print(f"gapped band (lifted by {LIFT:.3f} hartree): largest loss / E0 = {gapped_loss:.4f}")
print("tests ok")
```

It prints:

```
ion mass M = 50000 m_e; fictitious mass mu = 400 m_e bohr^2
ion frequency w_I = 0.0010 a.u.; period = 6283 a.u. of time
force constant K = 0.050 hartree/bohr^2; orbital turn a = 1.0 rad/bohr
start R0 = 0.02 bohr; start energy E0 = 1.00e-05 hartree
alpha = 2 mu a^2/M = 0.0160; sqrt(alpha) = 0.1265
resonant gap mu w_I^2/2 = 0.000200 hartree = 5.44 meV
lower mode / w_I at gap 0.1 hartree = 0.99208
mode splitting at resonance = 1.2649e-04 a.u. of frequency
full runs over 20 ion periods; lag = largest |theta - aR| / (a R0)
gap 0.10000 hartree: w_e/w_I 22.361, max W/E0 0.0172, formula 0.0175, lag 0.0039
gap 0.01000 hartree: w_e/w_I 7.071, max W/E0 0.0212, formula 0.0217, lag 0.0401
gap 0.00200 hartree: w_e/w_I 3.162, max W/E0 0.0331, formula 0.0342, lag 0.2174
gap 0.00100 hartree: w_e/w_I 2.236, max W/E0 0.0496, formula 0.0524, lag 0.4853
gap 0.00020 hartree: w_e/w_I 1.000, max W/E0 1.0000, formula resonance, lag 7.9273
gap 0.00002 hartree: w_e/w_I 0.316, max W/E0 0.0078, formula 0.0079, lag 2.2142
transfer time pi/(sqrt(alpha) w_I) = 24836 a.u. = 0.601 ps
W/E0 at the transfer time = 0.9995; at twice that time = 0.0007
resonant gap, R0 = 0.2 bohr: max W/E0 = 0.3582
many pairs: N = 1000, band width B = 0.002 hartree, A^2 = 1.0 rad^2/bohr^2
metal, mu = 400: decay rate measured 4.781e-06, formula 5.027e-06 per a.u. of time
metal, mu = 200: decay rate measured 1.227e-06, formula 1.257e-06 per a.u. of time
metal, ratio of measured rates mu 400 / mu 200 = 3.895
metal, mu = 400: energy lifetime (measured) = 5.06 ps
run length = 400000 a.u. of time = 9.68 ps
metal, mu = 400: ionic energy left at the end / E0 = 0.1471
gapped band (lifted by 0.002 hartree): largest loss / E0 = 0.0255
tests ok
```
